# Magnon Sums: Bloch's Law, the Planar Logarithm and Tyablikov's Curie Temperature

## One spin in a field

Take a single spin one-half with $H=-bS^z$, $b>0$. Its two levels lie at $\mp b/2$, so the thermal average $\sigma=\langle S^z\rangle$ is

$$\sigma=\tfrac12\tanh\frac{b}{2kT},\qquad \tfrac12-\sigma=\frac{1}{e^{b/kT}+1}.$$

Compare this with a boson of energy $b$, whose mean number is $n(b)=1/(e^{b/kT}-1)$. Since $1+2n(b)=\coth(b/2kT)=1/(2\sigma)$,

$$\tfrac12-\sigma=2\sigma\,n(b). \tag{1}$$

When $kT\ll b$, $2\sigma$ is close to one and the lost spin nearly equals the boson number. When the spin is far from saturated, the factor $2\sigma$ matters: it keeps the loss below one half, although $n$ has no upper limit.

A ferromagnet offers the same two descriptions. One counts free bosons, the other keeps the factor $2\sigma$. Both give the same leading loss of magnetization at low temperature, and the second can be followed up to a Curie temperature.

## The model and its magnons

Spins $S$ occupy a simple cubic ($d=3$) or square ($d=2$) lattice of spacing $a$, with $z=2d$ neighbours at the vectors $\boldsymbol\delta$. Each bond is counted once in

$$H=-J\sum_{\langle il\rangle}\left[\mathbf S_i\cdot\mathbf S_l+\eta S_i^zS_l^z\right],\qquad J>0,\ \eta\ge0.$$

Spins are measured in units of $\hbar$. The anisotropy $\eta$ makes $z$ the easy axis. Write

$$\mathbf S_i\cdot\mathbf S_l=S_i^zS_l^z+\tfrac12(S_i^+S_l^-+S_i^-S_l^+)$$

and use $[S_i^+,S_i^z]=-S_i^+$ and $[S_i^+,S_i^-]=2S_i^z$. The $zz$ part of a bond contributes $-(1+\eta)S_i^+S_l^z$ to the commutator with $S_i^+$, and the transverse part contributes $S_i^zS_l^+$. The prefactor $-J$ reverses both signs:

$$[S_i^+,H]=J\sum_{l}\left[(1+\eta)S_l^zS_i^+-S_i^zS_l^+\right], \tag{2}$$

where $l$ runs over the neighbours of $i$. Take the adjoint and let it act on the fully aligned state $|F\rangle$, where every $S^z$ equals $S$:

$$[H,S_i^-]|F\rangle=JS\sum_l\left[(1+\eta)S_i^--S_l^-\right]|F\rangle.$$

The plane wave $\sum_i e^{i\mathbf k\cdot\mathbf r_i}S_i^-|F\rangle$ is therefore an eigenstate, with excitation energy

$$\varepsilon_{\mathbf k}=zJS(1+\eta-\gamma_{\mathbf k}),\qquad \gamma_{\mathbf k}=\frac1z\sum_{\boldsymbol\delta}\cos\mathbf k\cdot\boldsymbol\delta. \tag{3}$$

No approximation has entered for one magnon. At small $k$, $zJS(1-\gamma_{\mathbf k})=2JS\sum_\alpha(1-\cos k_\alpha a)\approx JSa^2k^2$, so

$$\varepsilon_{\mathbf k}\approx\Delta+Dk^2,\qquad D=JSa^2,\quad \Delta=zJS\eta.$$

## First derivation: a gas of free magnons

Each magnon lowers the total $S^z$ by one. Assume that the magnons are few enough to be treated as independent bosons. Then

$$S-\langle S^z\rangle=\left\langle\frac{1}{e^{\varepsilon_{\mathbf k}/kT}-1}\right\rangle_{\mathbf k}, \tag{4}$$

where $\langle\cdots\rangle_{\mathbf k}$ is the average over the Brillouin zone. For $kT\ll JS$ only small $k$ contributes appreciably, so the quadratic energy may be used and the integral extended to all $\mathbf k$. Dividing (4) by the cell volume $a^d$ gives the magnon density $n_d$. With $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and the Gaussian integral $\int dk\,e^{-\alpha k^2}/2\pi=(4\pi\alpha)^{-1/2}$ for each direction, $\alpha=mD/kT$,

$$n_d=\left(\frac{kT}{4\pi D}\right)^{d/2}\sum_{m=1}^\infty\frac{e^{-m\Delta/kT}}{m^{d/2}}. \tag{5}$$

The sum is the polylogarithm $\mathrm{Li}_{d/2}(e^{-\Delta/kT})$.

**Three dimensions.** The sum converges at $\Delta=0$, to $\zeta(3/2)$, which gives Bloch's law:

$$n_3=\zeta(3/2)\left(\frac{kT}{4\pi D}\right)^{3/2}. \tag{6}$$

A small gap matters more than $\Delta/kT$ suggests. With $\delta=\Delta/kT$,

$$\frac{d}{d\delta}\mathrm{Li}_{3/2}(e^{-\delta})=-\sum_m\frac{e^{-m\delta}}{\sqrt m}\approx-\int_0^\infty\frac{e^{-m\delta}}{\sqrt m}\,dm=-\sqrt{\frac{\pi}{\delta}},$$

because many terms contribute when $\delta$ is small. Integration from zero gives $\mathrm{Li}_{3/2}\approx\zeta(3/2)-2\sqrt{\pi\delta}$. The correction goes as the square root of the gap.

**Two dimensions.** Now the sum is the series of a logarithm:

$$n_2=-\frac{kT}{4\pi D}\ln\left(1-e^{-\Delta/kT}\right)\approx\frac{kT}{4\pi D}\ln\frac{kT}{\Delta}, \tag{7}$$

the last form for $\Delta\ll kT\ll JS$. The next term inside the first form adds $\Delta/2kT$ to the logarithm. The origin of the logarithm is visible in (4): where $\Delta\ll Dk^2\ll kT$, the occupation is about $kT/Dk^2$, and $\int k\,dk/k^2$ gives equal weight to each factor in $k$.

As $\Delta\to0$ at fixed $T>0$, the predicted loss exceeds any $S$. The aligned state from which the magnons were counted is then not a consistent starting point. Even within the range $\Delta\ll kT\ll JS$, the logarithm in (7) can be used only while $a^2n_2\ll S$.

**The lattice correction.** The shape of the band can be kept. With $x=2JSm/kT$, the zone average of $e^{-m\varepsilon_{\mathbf k}/kT}$ factorizes into $e^{-m\delta}[e^{-x}I_0(x)]^d$, where $I_0(x)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{x\cos\theta}d\theta$ is a modified Bessel function. For large $x$, small $\theta$ dominates, and

$$e^{-x}I_0(x)\approx\int\frac{d\theta}{2\pi}e^{-x\theta^2/2}\left(1+\frac{x\theta^4}{24}\right)=\frac{1}{\sqrt{2\pi x}}\left(1+\frac1{8x}\right),$$

since the Gaussian average of $\theta^4$ is $3/x^2$. Define $\Theta=kTa^2/4\pi D=kT/4\pi JS$; then $2\pi x=m/\Theta$. Raising to the power $d$ and summing over $m$ gives, per site,

$$a^dn_d\approx\Theta^{d/2}\left[\mathrm{Li}_{d/2}(e^{-\delta})+\frac{d\pi}{4}\Theta\,\mathrm{Li}_{d/2+1}(e^{-\delta})\right]. \tag{8}$$

## Second derivation: a self-consistent spin equation

Now let $S=\tfrac12$ and return to the commutator (2). Tyablikov's decoupling replaces each $S^z$ on its right side by the common average $\sigma$. For $S^+_{\mathbf k}=N^{-1/2}\sum_ie^{-i\mathbf k\cdot\mathbf r_i}S_i^+$, with $N$ sites, the result is

$$[S^+_{\mathbf k},H]\approx E_{\mathbf k}S^+_{\mathbf k},\qquad E_{\mathbf k}=zJ\sigma(1+\eta-\gamma_{\mathbf k}). \tag{9}$$

This is the magnon energy (3) with $S$ replaced by $\sigma$: the spectrum softens as the order weakens.

A thermal average follows from (9) without calling the excitations bosons. If $[A,H]=EA$, then $AH=(H+E)A$, and hence $Ae^{-H/kT}=e^{-E/kT}e^{-H/kT}A$. Cyclic invariance of the trace gives $\langle BA\rangle=e^{-E/kT}\langle AB\rangle$ for any $B$, so

$$\langle BA\rangle=\frac{\langle[A,B]\rangle}{e^{E/kT}-1}.$$

Choose $A=S^+_{\mathbf k}$ and $B=A^\dagger$. The commutator is $\frac1N\sum_i2S_i^z$, with average $2\sigma$. Averaging $\langle A^\dagger A\rangle$ over $\mathbf k$ gives $\langle S_i^-S_i^+\rangle$, which for spin one-half is $\tfrac12-\sigma$. Therefore

$$\tfrac12-\sigma=2\sigma\,\langle n(E_{\mathbf k})\rangle_{\mathbf k}. \tag{10}$$

This is the single-spin relation (1), with the field replaced by a band of energies.

**Low temperature.** Since $E_{\mathbf k}=2\sigma\varepsilon_{\mathbf k}$, both $D$ and $\Delta$ are multiplied by $2\sigma$. Inserting (6) and (7) into (10) gives

$$\tfrac12-\sigma\approx\frac{\zeta(3/2)\Theta^{3/2}}{\sqrt{2\sigma}}\ \ (d=3,\ \Delta=0),\qquad \tfrac12-\sigma\approx\Theta\ln\frac{kT}{2\sigma\Delta}\ \ (d=2).$$

With $2\sigma\to1$ these are the free-magnon results. In three dimensions the factor $2\sigma$ brings a relative correction $(2\sigma)^{-1/2}-1\approx\tfrac12-\sigma$, in addition to the lattice correction in (8). It makes a term proportional to $T^3$ in the loss, which is an artefact of the decoupling: in Dyson's low-temperature expansion for the Heisenberg ferromagnet there is no such term, and the interaction of magnons first enters at order $T^4$.

**The Curie temperature.** Write (10) as $1=2\sigma\langle1+2n(E_{\mathbf k})\rangle_{\mathbf k}$, or

$$1=\left\langle2\sigma\coth(c_{\mathbf k}\sigma)\right\rangle_{\mathbf k},\qquad c_{\mathbf k}=\frac{zJ(1+\eta-\gamma_{\mathbf k})}{2kT}. \tag{11}$$

With $x=c_{\mathbf k}\sigma$, the averaged quantity is $(2/c_{\mathbf k})\,x\coth x$. The derivative of $x\coth x$ is $(\tfrac12\sinh2x-x)/\sinh^2x>0$, so the right side of (11) rises with $\sigma$. At $\sigma=\tfrac12$ it exceeds one, because $\coth>1$. At $\sigma\to0$, where $x\coth x\to1$, it tends to

$$\left\langle\frac{2}{c_{\mathbf k}}\right\rangle_{\mathbf k}=\frac{4kT}{zJ}W_\eta,\qquad W_\eta=\left\langle\frac1{1+\eta-\gamma_{\mathbf k}}\right\rangle_{\mathbf k}.$$

One solution $\sigma>0$ exists if this limit is below one, and none otherwise. Hence

$$kT_C=\frac{zJ}{4W_\eta}. \tag{12}$$

In mean-field theory each spin feels the field $b=zJ(1+\eta)\sigma$. The small-field response of a single spin is $\sigma=b/4kT$, so $kT_{MF}=zJ(1+\eta)/4$. For $\eta=0$,

$$T_C=\frac{T_{MF}}{W},\qquad W=\left\langle\frac1{1-\gamma_{\mathbf k}}\right\rangle_{\mathbf k}. \tag{13}$$

The zone average of $\gamma_{\mathbf k}$ is zero. Mean-field theory thus amounts to replacing the average of $1/(1-\gamma_{\mathbf k})$ by the inverse of the average, which is one. The true average is larger because $1/y$ is convex: soft long waves cost more order than stiff short waves save.

**The Watson integral.** From $1/y=\int_0^\infty e^{-uy}du$ and the factorization used above, with $u=dt$ (here $d$ is the dimension, so $u$ is $d$ times $t$),

$$W=d\int_0^\infty\left[e^{-t}I_0(t)\right]^d\,\mathrm dt. \tag{14}$$

At large $t$ the integrand falls as $t^{-d/2}$. For $d=3$ the integral converges, to $W=1.51639$. For $d=2$ it diverges logarithmically, and $T_C=0$. This is the same long-wave divergence as in the two-dimensional magnon sum.

**A weakly anisotropic plane.** A small $\eta$ restores a finite $T_C$. On the square lattice, set $A=2+2\eta-\cos k_xa$. Then $1+\eta-\gamma_{\mathbf k}=\tfrac12(A-\cos k_ya)$. The substitution $\tan(k_ya/2)$ turns the $k_y$ average of $1/(A-\cos k_ya)$ into an arctangent integral, with value $1/\sqrt{A^2-1}$. With $s=\sin(k_xa/2)$, $A-1=2(\eta+s^2)$ and $A+1\approx2(1+s^2)$. Including the measure $d(k_xa)=2ds/\sqrt{1-s^2}$,

$$W_\eta\approx\frac2\pi\int_0^1\frac{ds}{\sqrt{(\eta+s^2)(1-s^4)}}.$$

Split off the part singular at small $s$: $\int_0^1ds/\sqrt{\eta+s^2}\approx\ln(2/\sqrt\eta)$. In the remainder set $\eta=0$ and $s^2=\sin\phi$:

$$\int_0^1\left(\frac1{\sqrt{1-s^4}}-1\right)\frac{ds}s=\frac12\int_0^{\pi/2}\tan\frac\phi2\,d\phi=\frac12\ln2.$$

The two parts add to $\tfrac12\ln(8/\eta)$. For $S=\tfrac12$, $\eta=\Delta/2J$, so

$$W_\eta\approx\frac1\pi\ln\frac8\eta,\qquad kT_C\approx\frac{\pi J}{\ln(16J/\Delta)}. \tag{15}$$

The free-magnon law points to the same scale. Setting $\Theta\ln(kT/\Delta)=\tfrac12$, with $\Theta=kT/2\pi J$, gives $kT=\pi J/\ln(kT/\Delta)$. The prefactor agrees; the argument of the logarithm does not, and a dilute gas cannot fix it where the order is lost. The difference is not small: for $J=10$ meV and $\Delta=0.01$ meV this estimate gives $5.05$ meV, against $3.25$ meV from (15), and there $kT\approx JS$, outside the range of (7).

## A worked example

Take a model magnet with $S=\tfrac12$, $J=10$ meV, $a=0.3$ nm and $T=6$ K. Then $kT=0.51704$ meV, $D=10\times0.5\times0.3^2=0.450$ meV nm² and $\Theta=0.008229$.

For the gapless cubic lattice, (6) gives $2.6124\times0.008229^{3/2}=0.001950$ magnons per site, or $0.0722$ nm⁻³. The direct zone sum of (4) is $1.03\%$ above this, and at half the temperature the excess is $0.51\%$. The near-halving is what the term linear in $\Theta$ in (8) requires. Solving (10) gives a loss of $0.001974$, against $0.001970$ from the zone sum. The relative difference of $0.2\%$ matches the predicted $\tfrac12-\sigma$.

Now let $\Delta=0.01$ meV, so $\Delta/kT=0.0193$. In three dimensions this small gap lowers the zone sum by $17.6\%$. The square-root estimate is $2\sqrt{\pi\times0.0193}/2.612\approx19\%$.

In the plane, $\ln(kT/\Delta)=3.946$, and (7) gives $0.008229\times3.946=0.03247$ per site, or $0.361$ nm⁻². The direct sum is $0.03272$. A gap ten times smaller raises the sum by $0.01889$, close to $\Theta\ln10=0.01895$.

For the gapless cubic lattice, $kT_{MF}=6\times10/4=15$ meV, and $15/1.51639=9.892$ meV. The Curie temperature falls from $174$ K in mean field to $115$ K. For the plane with $\Delta=0.01$ meV, $\eta=0.0005$ and the logarithm (15) gives $W_\eta\approx3.0813$ (the zone average itself is $3.0807$), so $kT_C=10/3.0813=3.245$ meV, or $37.7$ K, against $116$ K in mean field. Numerical solution of (11) in the limit $\sigma\to0$ gives $9.892$ and $3.246$ meV. This tests the analysis of the decoupled equation, not the decoupling itself.

## What each derivation assumes

The magnon gas takes the ordered state as given. It holds for any $S$, uses the exact one-magnon energy, and neglects both the interaction of magnons and the limit on how many spin reversals a site can hold. It needs the number of magnons per site to be small against $S$. For the gapless cubic lattice the actual error is much smaller than that ratio, since the interaction first enters at order $T^4$. It contains no Curie temperature.

The Tyablikov route, as given here, needs $S=\tfrac12$ for the identity $S^-S^+=\tfrac12-S^z$. It does not assume few excitations, and it determines $\sigma$ rather than presupposing it. The price is the replacement of $S^z$ by its average, which neglects correlations between the longitudinal and transverse motion of neighbouring spins. With only four or six neighbours, no small parameter controls that step near $T_C$, so (13) is a result of this approximation and not the exact Curie temperature of the model.

The same approximation also fixes how the order vanishes near $T_C$. With $x\coth x\approx1+x^2/3$ and $\langle c_{\mathbf k}\rangle_{\mathbf k}=zJ(1+\eta)/2kT$, (11) becomes

$$\sigma^2\approx\frac{3kT}{zJ(1+\eta)}\left(1-\frac T{T_C}\right).$$

The order vanishes as a square root, as in mean-field theory. The response to a field does not follow mean-field theory when $\eta=0$. A field $b$ acts in (11) like an anisotropy $h=b/zJ\sigma$, and on the cubic lattice the long waves make $W-W_h\propto\sqrt h$ at small $h$. Hence the susceptibility diverges as $(T-T_C)^{-2}$ and $b\propto\sigma^5$ at $T_C$, against the mean-field powers $-1$ and $3$. For $\eta>0$, $W_{\eta+h}$ is smooth in $h$, and the mean-field powers return close to $T_C$.

The two routes also differ in what they ask of the gap. For the magnon sum its origin is immaterial, and a field $b$ along $z$ would serve as well. In the second route a field adds $b$ to $E_{\mathbf k}$, which then stays finite as $\sigma\to0$. The right side of (11) starts from zero, a solution $\sigma>0$ exists at every temperature, and there is no Curie point. In this nearest-neighbour model, the finite $T_C$ of the plane in (15) therefore rests on a gap that comes from anisotropy and closes together with the order. This is not a rule for every plane: exchange of long enough range, such as $J\propto1/r^3$, keeps $W$ finite without any gap.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Spin S = 0.5
Exchange J = 10.0 meV
Lattice constant a = 0.3 nm
Temperature T = 6.0 K
Gap = 0.010 meV
kT = 0.51704 meV
Stiffness D = 0.450 meV nm^2
theta = kT a^2/(4 pi D) = 0.008229
gap/kT = 0.01934
zeta(3/2) = 2.612375
zeta(5/2) = 1.341487
3D Bloch density = 0.07223 nm^-3
3D Bloch, magnons per site = 0.0019501
3D with lattice correction, per site = 0.0019695
3D direct zone sum, per site = 0.0019701
3D excess of sum over Bloch at T = 1.027 %
3D excess of sum over Bloch at T/2 = 0.506 %
3D Li_3/2(exp(-gap/kT)) = 2.14759
3D direct sum with gap, per site = 0.0016227
3D change of sum due to gap = -17.63 %
2D ln(kT/gap) = 3.94554
2D logarithmic density = 0.36075 nm^-2
2D logarithm, magnons per site = 0.032468
2D full continuum, per site = 0.032547
2D with lattice correction, per site = 0.032712
2D direct zone sum, per site = 0.032716
2D direct sum with gap/10, per site = 0.051601
2D growth for gap/10, from sums = 0.018885
2D growth for gap/10, theta ln 10 = 0.018948
Watson integral W, Bessel form = 1.5163861
Watson integral W, zone sum = 1.5163864
1/W = 0.659463
Cubic mean-field kT_MF = 15.0000 meV
Cubic mean-field T_MF = 174.07 K
Cubic Tyablikov kT_C = 9.8919 meV
Cubic Tyablikov T_C = 114.79 K
Cubic kT_C from self-consistency = 9.8920 meV
Onset: computed/predicted (1-T/T_C) at sigma 0.06 = 0.9968
Cubic Tyablikov 1/2 - sigma at T = 0.0019741
Square gapless W growth per grid doubling = 0.441272
Square anisotropy eta = 0.000500
Square W_eta, logarithmic formula = 3.08135
Square W_eta, zone sum = 3.08066
Square mean-field kT_MF = 10.0050 meV
Square mean-field T_MF = 116.10 K
Square Tyablikov kT_C, log formula = 3.2453 meV
Square Tyablikov T_C, log formula = 37.66 K
Square kT_C from self-consistency = 3.2460 meV
```
